\section*{Taylor–Aris dispersion of an inert precursor pulse in laminar tube flow}

\section{The situation}

A valve admits a short dose of precursor into carrier gas flowing to a deposition chamber. In laminar flow, gas on the tube axis moves at twice the mean speed, while gas at the wall stands still. Without diffusion the dose would be drawn into an ever longer paraboloid. Molecular diffusion carries each molecule between fast and slow layers, so that long delays become rare. How wide is the pulse at the outlet, and how long must the line be purged?

Consider a straight circular tube of radius $R$ with steady, fully developed flow of mean speed $U$. The precursor is dilute, neither reacts nor sticks to the wall, and has constant diffusivity $D$. Pressure and temperature are uniform. The concentration $c(r,x,t)$ obeys
\begin{equation}
\partial_t c+2U\left(1-\frac{r^2}{R^2}\right)\partial_x c
=D\left[\frac1r\partial_r(r\partial_r c)+\partial_x^2c\right],
\qquad \partial_r c|_{r=R}=0 .
\label{transport}
\end{equation}
At late times, and to leading order in slow axial variation, the section average $C(x,t)$ obeys
\begin{equation}
\partial_t C+U\partial_x C=K\partial_x^2C,
\qquad K=D+\frac{U^2R^2}{48D}.
\label{law}
\end{equation}
Engineering units are used for numbers.

\section{Moments in the moving frame}

Define
\[
\xi=\frac{x-Ut}{R},\quad \tau=\frac{Dt}{R^2},\quad
s=\frac{r^2}{R^2},\quad \mathrm{Pe}=\frac{UR}{D}.
\]
Since $2r\,dr/R^2=ds$, a section average is $\langle f\rangle=\int_0^1f\,ds$. The velocity relative to the mean is $Uw$, with $w=1-2s$ and $\langle w\rangle=0$. Equation (\ref{transport}) becomes
\begin{equation}
\partial_\tau c+\mathrm{Pe}\,w\,\partial_\xi c=\mathcal Lc+\partial_\xi^2c,
\qquad \mathcal L=4\partial_s(s\partial_s).
\label{scaled}
\end{equation}
Let $M_p(s,\tau)=\int\xi^pc\,d\xi$, with total amount $\langle M_0\rangle=1$. Integration by parts gives
\begin{equation}
\partial_\tau M_p=\mathcal LM_p+p\,\mathrm{Pe}\,wM_{p-1}+p(p-1)M_{p-2}.
\label{moments}
\end{equation}
The average of $\mathcal LM_p$ is $[4s\partial_sM_p]_0^1=0$, because no material crosses the wall.

Start with a thin pulse at $\xi=0$, uniform over the section. Then $M_0=1$ at all times, and $d\langle M_1\rangle/d\tau=\mathrm{Pe}\langle w\rangle=0$: the centre moves at $U$. The variance $\sigma^2=\langle M_2\rangle$, in units of $R^2$, satisfies
\begin{equation}
\frac{d\sigma^2}{d\tau}=2+2\mathrm{Pe}\langle wM_1\rangle,
\qquad \partial_\tau M_1=\mathcal LM_1+\mathrm{Pe}\,w .
\label{variancerate}
\end{equation}
The extra spreading is therefore a correlation between velocity and mean axial displacement across the section.

\section{The dispersivity}

At late times $M_1$ becomes steady, $M_1=\mathrm{Pe}\,g(s)$, where
\[
4(sg')'=-(1-2s),\qquad \langle g\rangle=0.
\]
One integration gives $4sg'=-(s-s^2)$; the constant is zero because $g$ is regular on the axis. Hence $g'=-(1-s)/4$, which also vanishes at the wall. A second integration gives $g=a_0-s/4+s^2/8$. The zero average requires $a_0-1/8+1/24=0$, so
\begin{equation}
g=\frac1{12}-\frac s4+\frac{s^2}{8}.
\label{cell}
\end{equation}
Since $\langle g\rangle=0$,
\[
\langle wg\rangle=-2\langle sg\rangle
=-2\left(\frac1{24}-\frac1{12}+\frac1{32}\right)=\frac1{48}.
\]
Thus $d\sigma^2/d\tau\to2(1+\mathrm{Pe}^2/48)$. Restoring units,
\[
\frac12\frac{d\sigma_x^2}{dt}\to
D\left(1+\frac{\mathrm{Pe}^2}{48}\right)=D+\frac{U^2R^2}{48D}=K .
\]
The flow term has the form of a random walk: velocity differences with mean square $U^2\langle w^2\rangle=U^2/3$ persist for a mean time $R^2/(16D)$, and the product is $U^2R^2/(48D)$. Faster radial diffusion shortens this memory and reduces the flow term.

\section{How long one must wait}

The radial modes are $\phi_n=J_0(j_n\rho)$ with $\rho=\sqrt s$ and $J_1(j_n)=0$, $j_n>0$. They satisfy $\mathcal L\phi_n=-j_n^2\phi_n$ and have zero wall flux. The identity $\frac{d}{dz}[z^2(J_0^2+J_1^2)]=2zJ_0^2$ gives $\langle\phi_n^2\rangle=J_0(j_n)^2$.

To project $w$, use $\mathcal Ls=4$. Two integrations by parts give
\[
\langle\phi_n\mathcal Ls\rangle-\langle s\mathcal L\phi_n\rangle=4\phi_n(1).
\]
The first term is $4\langle\phi_n\rangle=0$, so $\langle s\phi_n\rangle=4J_0(j_n)/j_n^2$ and $\langle w\phi_n\rangle=-8J_0(j_n)/j_n^2$. The coefficient of $\phi_n$ in $w$ is $-8/[j_n^2J_0(j_n)]$. Solving (\ref{variancerate}) mode by mode from $M_1=0$ gives
\[
\langle wM_1\rangle=64\,\mathrm{Pe}\sum_n\frac{1-e^{-j_n^2\tau}}{j_n^6}.
\]
The late-time result identifies $64\sum j_n^{-6}=1/48$. Also, $g$ has coefficients $j_n^{-2}$ times those of $w$, so
\[
64\sum_n j_n^{-8}=\langle g^2\rangle
=\frac1{144}-\frac1{48}+\frac1{36}-\frac1{64}+\frac1{320}=\frac1{720}.
\]
Integrating the variance rate then yields, for this initial state,
\begin{equation}
\sigma^2=2\tau+\mathrm{Pe}^2\left[\frac{\tau}{24}-\frac1{360}
+128\sum_n\frac{e^{-j_n^2\tau}}{j_n^8}\right].
\label{alltimes}
\end{equation}
The slowest exponential has $j_1^2\simeq14.7$, so the spreading rate settles after several times $R^2/(14.7D)$. The constant $-\mathrm{Pe}^2/360$ remains; its share of the variance falls as $1/\tau$.

At early times the second derivative of the flow part is $2\mathrm{Pe}^2\langle w^2\rangle=2\mathrm{Pe}^2/3$. Its variance is then $\mathrm{Pe}^2\tau^2/3$, or $U^2t^2/3$ in physical units. This part is ballistic stretching, not diffusion. At the very shortest times the molecular term $2\tau$ is still larger.

The radial starting position leaves a permanent shift. For a thin pulse with any normalized radial distribution,
\[
\frac{d\langle M_1\rangle}{d\tau}=\mathrm{Pe}\langle wM_0\rangle
=-\mathrm{Pe}\langle g\mathcal LM_0\rangle
=-\mathrm{Pe}\frac{d\langle gM_0\rangle}{d\tau}.
\]
Since $M_0\to1$ and $\langle g\rangle=0$, release at $s_0$ finally shifts the centre by $\mathrm{Pe}\,g(s_0)$. On the axis this is $UR^2/(12D)$ forward. The final variance rate is unchanged, because $M_1$ tends to a constant plus $\mathrm{Pe}\,g$ and the constant does not correlate with $w$.

\section{From the variance to an equation}

A variance alone does not determine a pulse shape. Let $\hat c=\int e^{q\xi}c\,d\xi$, for which
\[
\partial_\tau\hat c=\mathcal L\hat c+q\mathrm{Pe}\,w\hat c+q^2\hat c.
\]
For small $q$ the slowest mode is $\psi e^{\mu\tau}$, with $\langle\psi\rangle=1$ and $\psi=1+q\psi_1+q^2\psi_2+\cdots$. Averaging gives $\mu=q^2+q\mathrm{Pe}\langle w\psi\rangle$. At first order $\mathcal L\psi_1=-\mathrm{Pe}\,w$, so $\psi_1=\mathrm{Pe}\,g$ and the $q^2$ coefficient of $\mu$ is $K/D$. At second order
\[
\mathcal L\psi_2=\frac KD-1-\mathrm{Pe}^2wg.
\]
The $q^3$ coefficient is $\mathrm{Pe}\langle w\psi_2\rangle=-\mathrm{Pe}\langle g\mathcal L\psi_2\rangle=\mathrm{Pe}^3\langle wg^2\rangle$. Here
\[
\langle sg^2\rangle=\frac1{288}-\frac1{72}+\frac1{48}-\frac1{80}+\frac1{384}
=\frac1{1920},
\]
so $\langle wg^2\rangle=1/720-2/1920=1/2880$ and
\begin{equation}
\mu=\frac KDq^2+\frac{\mathrm{Pe}^3}{2880}q^3+\cdots .
\label{mu}
\end{equation}
Multiplication by $q$ corresponds to $-\partial_\xi$. Keeping the quadratic term gives $\partial_\tau C=(K/D)\partial_\xi^2C$, which is (\ref{law}) in the moving frame. The expansion requires $C$ to change little over the distance $UR^2/(14.7D)$ travelled during radial relaxation.

The third cumulant grows at the rate $6\mathrm{Pe}^3/2880=\mathrm{Pe}^3/480$. Divided by $\sigma^3\propto\tau^{3/2}$, it gives a skewness $\gamma$ that falls as $\tau^{-1/2}$: the centre of the pulse becomes Gaussian. The tails need more care. At $z$ standard deviations from the centre, the relevant $q$ is about $z/\sigma$, and for large $|z|$ the cubic term changes the exponent of the density by roughly $\gamma z^3/6$. Relative accuracy there requires $|\gamma z^3|/6\ll1$.

\section{Diffusivity and pressure}

With $UR$ fixed, $K/(UR)=1/\mathrm{Pe}+\mathrm{Pe}/48$. Setting the derivative $-1/\mathrm{Pe}^2+1/48$ to zero gives $\mathrm{Pe}=\sqrt{48}\simeq6.93$ and a minimum $K/(UR)=1/\sqrt{12}\simeq0.289$. Below this Pe axial diffusion dominates; above it the flow term does.

Now fix molar flow, temperature and geometry, and change the pressure $p$. Both $U$ and $D$ vary as $1/p$, so Pe is fixed and $K\propto1/p$. At the outlet of a tube of length $L$,
\begin{equation}
\sigma_x\simeq\sqrt{\frac{2KL}{U}},\qquad
\sigma_t\simeq\frac{\sigma_x}{U}=\sqrt{\frac{2KL}{U^3}} .
\end{equation}
The second relation assumes that the pulse widens little while passing the outlet. The spatial width is independent of pressure, and the temporal width is proportional to it. This holds while the flow remains continuum flow with a small pressure drop.

\section{A precursor delivery line}

Take trimethylaluminium monomer (72 g/mol) in nitrogen, in a line for atomic layer deposition. Dimer, which is favoured by lower temperature and higher precursor pressure, is neglected. Rough typical values are $R=5$ mm, $L=100$ cm, 400 K, 5 Torr, 100 sccm and a 50 ms dose. The volume flow sets
\[
U=\frac{(100/60)(760/5)(400/273.15)}{\pi(0.5)^2}
\simeq472\ \mathrm{cm/s}.
\]
Hard-sphere kinetic theory, with a rough pair diameter of 0.50 nm, gives $D\simeq20.1$ cm$^2$/s. Hence $\mathrm{Pe}=472\times0.5/20.1\simeq11.7$ and
\[
K=20.1\left(1+\frac{11.73^2}{48}\right)\simeq77.8\ \mathrm{cm^2/s}
=7.78\times10^{-3}\ \mathrm{m^2/s}.
\]

The transit time is 212 ms, or 17 times $R^2/D=12.4$ ms, so (\ref{law}) applies. By (\ref{alltimes}) the variance of a thin pulse is $2Kt-\mathrm{Pe}^2R^2/360=32.96-0.10$ cm$^2$, hence $\sigma_x\simeq5.7$ cm and $\sigma_t\simeq12$ ms. At half the outlet pressure the same formula gives 6.1 ms, but the estimated pressure drop is then about 17\% of the outlet pressure and widens the pulse by roughly 9\%.

For the purge, let the dose at valve closure be a uniform slug of length $\ell=U\times50$ ms $=23.6$ cm, its rear at $x=0$. The tube is imagined to continue beyond the outlet. With $\Phi$ and $\varphi$ the normal distribution function and density, the fraction still upstream is
\[
F=\frac1\ell\int_0^\ell\Phi\!\left(\frac{L-x_0-Ut}{\sigma_x}\right)dx_0
=\frac{\sigma_x}{\ell}\left[G\!\left(\frac{L-Ut}{\sigma_x}\right)
-G\!\left(\frac{L-\ell-Ut}{\sigma_x}\right)\right],
\]
where $G(z)=z\Phi(z)+\varphi(z)$, since $G'=\Phi$, and $\sigma_x^2=2Kt$. At $t=241.3$ ms, $\sigma_x=6.13$ cm and the first argument is $-2.28$. There $G\simeq0.0039$, the second term is negligible, and $F\simeq10^{-3}$.

A numerical solution of (\ref{scaled}) with the full radial profile gives 240.7 ms. For $F=10^{-6}$ it gives 266.6 ms, against 268.5 ms from (\ref{law}). There the outlet lies 4.1 standard deviations behind the mean position of the slug's rear, and $|\gamma z^3|/6\simeq0.4$. The Gaussian density is thus appreciably wrong, although the purge time shifts by less than 1\%.

Two comparisons separate the roles of diffusion. With axial diffusion alone in uniform flow at $U$, reaching $10^{-3}$ takes 225 ms: the velocity profile costs about 16 ms. With the laminar profile and no diffusion, a molecule starting at $x_0$ remains upstream if $2U(1-s)t<L-x_0$. At late times the fraction is $(L-\ell/2)/(2Ut)$, and it reaches $10^{-3}$ only after
\[
t=\frac{100-11.8}{2\times472\times10^{-3}}\simeq93\ \mathrm s.
\]
Radial diffusion prevents this long wall tail.

\section{What a real line changes}

\textbf{Gas flow.} With a hard-sphere estimate of the gas viscosity, the pressure drop is about 0.23 Torr. The mean pressure is then about 2.3\% above the outlet value, which lengthens the transit by about 5 ms and widens $\sigma_t$ by 2.3\%. The velocity profile develops over a length of order 1 cm, short beside $L$. For a precursor mole fraction of 0.05, the estimated buoyant speed is $1.4\times10^{-4}U$. A pair diameter 10\% larger lowers $D$ by the factor $1/1.21$ and raises $K$ by 11\%, because the flow term dominates.

\textbf{Slip.} With slip length $\lambda$, the velocity is $A(1-s)+2A\lambda/R$, whose mean is $(A/2)(1+4\lambda/R)=U$. Its deviation from the mean is $Uw/(1+4\lambda/R)$, so the flow term in $K$ is divided by $(1+4\lambda/R)^2$. Taking $\lambda$ as the mean free path, $0.0027R$, lowers $K$ by 1.6\%.

\textbf{Adsorption.} Suppose the wall holds precursor in fast reversible equilibrium, with $k$ times the amount in the gas when the gas is uniform. In the laboratory frame let $v=2(1-s)$. The wall balance is $4\psi_s(1)=-k\mu\psi(1)$, and averaging the mode equation gives
\[
\mu[\langle\psi\rangle+k\psi(1)]=q\mathrm{Pe}\langle v\psi\rangle+q^2\langle\psi\rangle .
\]
At first order $\mu_1=a\mathrm{Pe}$ with $a=1/(1+k)$: the pulse moves at $U/(1+k)$. Writing $\psi_1=\mathrm{Pe}\,h$, the equation $4(sh')'=a-2(1-s)$ has the solution $h=(a-2)s/4+s^2/8$; an added constant does not affect the result. At second order
\[
\mu_2=a\left\{1+\mathrm{Pe}^2\big[\langle vh\rangle-a\langle h\rangle-akh(1)\big]\right\}.
\]
Put $b=a-2$. Then $\langle vh\rangle=b/12+1/48$, $\langle h\rangle=b/8+1/24$, $h(1)=b/4+1/8$ and $ak=1-a$. The bracket becomes $(6a^2-16a+11)/48$, so
\begin{equation}
K_k=\frac{D}{1+k}+\frac{1+6k+11k^2}{(1+k)^3}\frac{U^2R^2}{48D}.
\end{equation}
For $k=0.1$ the dispersivity rises by 19\%, and the centre arrives 10\% later, near 233 ms. That delay of 21 ms exceeds $\sigma_t$, which the larger dispersivity and slower drift raise from 12 to about 15 ms. With unit sticking probability, this $k$ needs a wall residence time of only 2.9 $\mu$s. For an assumed attempt time of $10^{-13}$ s, that corresponds to a binding energy of 0.59 eV. A constant $k$ also requires low coverage. If the gas holds $n$ precursor molecules per unit volume, the wall holds $knR/2$ per unit area. At a mole fraction of 0.05 and $k=0.1$ this is about 1.5 molecules per nm$^2$, roughly half a close-packed layer of molecules 0.63 nm across (the size implied by the 0.50 nm pair diameter and 0.37 nm for nitrogen), so these estimates apply only to much more dilute doses.

Trimethylaluminium also reacts irreversibly with hydroxylated surfaces, so the inert model requires a passivated line. Bends, dead volumes and the valve's own response are not included and can govern the purge of an actual installation. The purge times above describe a straight tube at uniform pressure, and the pressure drop alone would lengthen them by about 6 ms; the numerical output lists the values used.

\section*{Calculated quantities}
\begin{verbatim}
Tube radius: 5 mm
Tube length: 100 cm
Temperature: 400 K
Outlet pressure: 5 Torr
Carrier flow (0 C, 1 atm): 100 sccm
Dose time: 50 ms
Rough collision diameter, precursor-carrier: 0.5 nm
Rough collision diameter, carrier: 0.37 nm
Precursor molar mass: 72 g/mol
Molecular diffusivity D: 20.136 cm2/s
Mean velocity U: 472.35 cm/s
Peclet number UR/D: 11.729
Flow contribution to K: 57.71 cm2/s
Taylor-Aris dispersivity K: 77.846 cm2/s
K/D: 3.866
Radial diffusion time R2/D: 12.416 ms
Slowest radial relaxation time: 0.84563 ms
Transit time: 211.71 ms
Transit time / (R2/D): 17.052
Variance/(2Kt) at scaled time 0.01: 0.31414
Variance/(2Kt) at scaled time 0.1: 0.6187
Variance/(2Kt) at scaled time 1: 0.95058
Variance/(2Kt) at scaled time 17.05: 0.9971
Random-walk / predicted flow variance: 0.97356
Point-pulse spatial width at transit time: 5.7329 cm
Point-pulse temporal width, leading formula: 12.155 ms
Temporal width from outlet signal: 12.195 ms
Temporal width at half pressure: 6.0773 ms
Skewness at transit time: 0.037689
Maximum distribution error at scaled time 16: 0.0026015
Maximum distribution error at scaled time 64: 0.0012998
Initial slug length: 23.617 cm
Purge to 1e-03, full model: 240.74 ms
Purge to 1e-03, Taylor-Aris: 241.33 ms
Purge to 1e-03, axial D only: 224.63 ms
Purge to 1e-06, full model: 266.58 ms
Purge to 1e-06, Taylor-Aris: 268.5 ms
Purge to 1e-06, axial D only: 237.82 ms
Purge to 1e-03, laminar flow without diffusion: 93.354 s
Peclet number at minimum K/(UR): 6.9282
Minimum K/(UR): 0.28868
Reynolds number: 12.846
Rough velocity-development length: 0.5553 cm
Pressure drop: 0.22874 Torr
Temporal-width change from pressure drop: 2.3129 %
Mean free path / radius: 0.0027242
K change from wall slip: -1.5898 %
K change for 10% larger pair diameter: 11.079 %
Assumed precursor mole fraction for buoyancy: 0.05
Buoyant speed / mean velocity: 0.00013863
Assumed adsorption ratio k: 0.1
K change from reversible adsorption: 18.758 %
Pulse-speed change from adsorption: -9.0909 %
Wall residence time giving this k: 2.9157 us
Assumed desorption attempt time: 1e-13 s
Binding energy giving this k: 0.59247 eV
\end{verbatim}
